# Does self-limiting deposition require a temperature-independent growth per cycle?

**Question**

I deposit an oxide by alternating pulses of a metal precursor and water, with a purge after each. Between 200 and 300 °C the growth per cycle (GPC) falls steadily, by more than a tenth. I have been told that atomic layer deposition must show a flat GPC over a temperature window, and that a sloping curve means the surface reactions are not self-limiting. Is that inference sound? If not, how can both half-reactions stop by themselves and still deposit a different amount at each temperature, and which measurement would settle the matter?

**Answer**

The inference is not sound, because it confuses two derivatives. Let \(G(T,D)\) be the GPC at temperature \(T\) and dose \(D\), where a larger dose means a longer pulse at fixed partial pressure. Self-limitation is a statement at one temperature:

\[
G(T,D)\to G_\infty(T)\quad\text{as } D\to\infty ,
\]

for each reactant in turn, with the other dose sufficient and the purges fixed. It says that growth stops responding to dose. It does not say that \(G_\infty\) is the same at every temperature. If the number of reactive sites changes with temperature, \(G_\infty\) generally changes too. A specific model shows how.

**Why the metal pulse stops**

Take a precursor ML\(_n\) and a surface carrying \(h\) hydroxyls and \(L\) ligands per unit area. Let \(m\) be the metal deposited per unit area during the pulse. Three processes act:

- The precursor reacts with a hydroxyl and releases HL, at rate \(a=\alpha h(1-L/L_m)\). This adds one metal atom and \(n-1\) ligands.
- The precursor dissociates on an oxide bridge, at rate \(b=\beta(1-L/L_m)\). This adds one metal atom and \(n\) ligands.
- A ligand already on the surface reacts with a hydroxyl and leaves as HL, at rate \(c=\chi hL\).

The factor \(1-L/L_m\) expresses crowding: no precursor fits once the ligand density reaches \(L_m\). Counting gives

\[
m'=a+b,\qquad L'=(n-1)a+nb-c,\qquad h'=-a-c .
\]

Subtracting the third equation from the second,

\[
L'-h'=(n-1)a+nb-c+a+c=n(a+b)=n\,m' .
\]

This is ligand bookkeeping: each metal atom brings \(n\) ligands, and each one either stays or leaves with a hydroxyl's hydrogen.

To find the end state, write

\[
h'=-h\left[\alpha(1-L/L_m)+\chi L\right].
\]

The bracket is linear in \(L\), equal to \(\alpha\) at \(L=0\) and to \(\chi L_m\) at \(L=L_m\). Between these it is never below the smaller of the two, so \(h\) decays to zero at least exponentially. Then \(a\) and \(c\) vanish, leaving \(L'=n\beta(1-L/L_m)\), which takes \(L\) to \(L_m\). Both \(a\) and \(b\) are then zero, and uptake has stopped.

Integrating \(n\,m'=L'-h'\) from a ligand-free surface with \(h=h_0\) to this end state gives

\[
n\,m_{\rm sat}=(L_m-0)-(0-h_0)=L_m+h_0 .
\]

With \(\rho\) the number of metal atoms per unit volume of film, the thickness added is

\[
G_\infty=\frac{m_{\rm sat}}{\rho}=\frac{L_m+h_0}{n\rho}.
\]

The rate constants have dropped out. They set how long saturation takes, whereas \(h_0\) helps to set where it ends. This holds because \(\beta\) and \(\chi\) are both nonzero, so that every hydroxyl is consumed and crowding is complete. It also neglects dehydration during the metal pulse, which in the worked case below would lower the GPC by at most 0.00005 nm. If \(\chi=0\), crowding stops uptake while hydroxyls remain. The plateau then depends on \(\alpha/\beta\) and only weakly on \(h_0\): with the parameters below it is about 0.067 nm and falls by only 1.5% from 200 to 300 °C.

**Why the starting hydroxyl density depends on temperature**

In the water pulse the ligands obey \(L'=-wL\), where \(w\) is the hydrolysis rate, so this half-reaction also runs out of reactant. Hydroxyl sites refill at rate \(r\) once the ligands have gone. A site with dehydration energy \(E\) loses its hydroxyl at rate

\[
d=\nu e^{-E/kT}.
\]

This first-order loss simplifies the real process, in which two hydroxyls combine to release one water molecule. The occupancy \(x\) obeys \(x'=r(1-x)-dx\), which tends to \(r/(r+d)\). The purge, of length \(t_p\), then multiplies it by \(e^{-dt_p}\).

Let each cycle recreate the same surface, with \(N_0\) sites per unit area spread uniformly in energy from \(E_1\) to \(E_2\). Then

\[
h_0=\frac{N_0}{E_2-E_1}\int_{E_1}^{E_2}\frac{r}{r+d}\,e^{-dt_p}\,dE .
\]

Substitute \(u=dt_p\) and \(R=rt_p\). Since \(dE=-kT\,du/u\), the integral becomes

\[
kT\int_{u_2}^{u_1}\frac{R}{u(R+u)}e^{-u}du
=kT\int_{u_2}^{u_1}\left[\frac1u-\frac1{R+u}\right]e^{-u}du ,
\]

where \(u_1\) and \(u_2\) belong to \(E_1\) and \(E_2\). Suppose the weakest sites empty during the purge and the strongest stay full, so that \(u_1\gg1\) and \(u_2\ll1\), with \(u_2\ll R\) as well. With the exponential integral \(\mathrm E_1(z)=\int_z^\infty e^{-v}dv/v\), the first term gives

\[
\mathrm E_1(u_2)\approx-\gamma-\ln u_2=\frac{E_2}{kT}-\ln(\nu t_p)-\gamma ,
\]

where \(\gamma\approx0.577\) is Euler's constant. In the second term, \(v=R+u\) gives \(e^R\mathrm E_1(R)\). Hence

\[
h_0=N_0\,\frac{E_2-E_*}{E_2-E_1},\qquad
E_*=kT\left[\ln(\nu t_p)+\gamma+e^R\mathrm E_1(R)\right].
\]

Sites well below \(E_*\) are empty when the metal arrives, and those well above it are full. Heating raises this edge.

For \(R\gg1\), the last term in \(E_*\) is about \(1/R\) and can be dropped. The saturated GPC then falls linearly:

\[
\frac{dG_\infty}{dT}\approx-\frac{N_0k\,[\ln(\nu t_p)+\gamma]}{n\rho(E_2-E_1)} .
\]

In the opposite limit, \(R\ll1\), \(e^R\mathrm E_1(R)\approx-\ln R-\gamma\), so \(E_*\approx kT\ln(\nu/r)\). The balance during the water pulse now fixes the edge, and the plateau depends on water pressure through \(r\). At fixed pressure it is still a plateau in pulse length.

**A worked case**

Take round parameters for a trivalent metal: \(n=3\), \(L_m=5\) nm⁻², \(\rho=35\) nm⁻³, \(N_0=12\) nm⁻², \(E_1=0.8\) eV, \(E_2=2.6\) eV, \(\nu=10^{13}\) s⁻¹ and \(t_p=5\) s. At 250 °C, \(r=100\) s⁻¹, so \(R=500\) and its correction is about 0.002. With \(kT=0.04508\) eV,

\[
E_*=0.04508\,(31.543+0.577+0.002)=1.448\ \text{eV},
\]

\[
h_0=12\times\frac{2.6-1.448}{1.8}=7.68\ \text{nm}^{-2},\qquad
G_\infty=\frac{5+7.68}{3\times35}=0.1208\ \text{nm}.
\]

Simulated repeated cycles, with the kinetics integrated and the site energies resolved, give the same GPC. The numerical output lists the rate constants, all of which have an activation energy of 0.3 eV. With the water pulse held at 3 s, the GPC in nm is:

| Metal pulse | 200 °C | 250 °C | 300 °C |
|---|---:|---:|---:|
| 0.02 s | 0.037 | 0.053 | 0.066 |
| 0.5 s | 0.126 | 0.121 | 0.112 |
| 3 s | 0.130 | 0.121 | 0.112 |

Doubling either 3 s pulse leaves the GPC unchanged to the five decimals printed, at all three temperatures. Yet the saturated value falls by 13.6% from 200 to 300 °C, relative to its value at 200 °C.

A control isolates the cause. If the site energies run from 2.2 to 2.6 eV, essentially no site dehydrates at these temperatures. The rates still depend on temperature, but the saturated GPC is 0.1619 nm at all three, which is \((5+12)/105\). The slope in the original case therefore comes from the hydroxyl density.

The first row of the table shows a different trap. At 0.02 s the GPC rises with temperature, because the pulse ends before saturation and faster reactions deposit more. The initial uptake rate is \(\alpha h_0+\beta\). Between 200 and 300 °C the rate constants grow 3.6-fold, which outweighs the loss of hydroxyls. A temperature curve taken at one dose can thus have the opposite slope to the saturated curve.

**What saturation does not promise**

A plateau in dose need not be independent of the purge. For \(R\gg1\), differentiating \(G_\infty\) gives

\[
\frac{\partial G_\infty}{\partial\ln t_p}\approx-\frac{N_0kT}{n\rho(E_2-E_1)} .
\]

At 250 °C, lengthening both purges from 5 to 50 s lowers the GPC by 0.0066 nm, or 5.5%. In this model the whole shift comes from the purge after water. The purge must therefore be held fixed in a dose series. The logarithmic law ends when \(E_*\) approaches \(E_2\). Once almost all hydroxyls are lost, the model's GPC tends to \(L_m/(n\rho)=0.048\) nm, supplied by adsorption on bridges.

**A flat curve is not proof either**

Now let the precursor also decompose during its pulse, adding metal at a rate \(s(T)\) that never terminates. The GPC becomes

\[
G=G_\infty(T)+\frac{s(T)\,t_M}{\rho},
\]

where \(t_M\) is the metal pulse length. Give \(s\) an activation energy of 0.5 eV, and choose its size so that the GPC at 250 and 300 °C agrees for \(t_M=3\) s. This requires \(s=0.063\) nm⁻² s⁻¹ at 250 °C. The GPC at 250, 275 and 300 °C is then 0.126, 0.125 and 0.126 nm, a spread of 0.7%. From 250 to 300 °C the curve looks like an ideal window because rising decomposition offsets the loss of hydroxyls. At 200 °C it is 0.131 nm, about 4% higher.

A 12 s metal pulse, with the water pulse and purges unchanged, exposes the difference. The GPC rises by 13%, 21% and 34% at the three temperatures. This nearly flat process is not self-limiting, while the sloping one above is.

**Relation to a real process**

Trimethylaluminium and water, which deposit aluminium oxide, are a useful comparison. Their GPC is roughly 0.1 nm and commonly declines with temperature in this range, and loss of surface hydroxyls is a standard explanation. The model's 0.11 to 0.13 nm is of the right size but somewhat high, and its uniform site energies and shared activation energy are simplifications.

Real surfaces can also break the assumption that \(L_m\) is constant: a change of 0.5 nm⁻² moves the GPC by \(0.5/105=0.005\) nm, about 4%. At low temperature, water may leave some ligands behind. If \(L_s\) remain, the ligand balance becomes \(n\,m=L_m-L_s+h_0\), so 1 nm⁻² of them costs about 0.01 nm, or 8%, at unchanged \(h_0\). A sloping GPC therefore does not by itself identify hydroxyl loss as the cause.

**What to measure**

At several temperatures, including both ends of your range, lengthen the metal pulse well beyond its usual value with the water pulse long and the purges fixed, at a length sufficient to keep the two reactants from mixing. Then exchange the roles of the two reactants. If the GPC levels off in both series at each temperature, the process is self-limiting there within your measurement precision, even if the plateaus differ. A rise that continues at a steady rate, by \(\Delta G\) for each extra metal-pulse time \(\Delta t\), shows only that saturation has not been reached over the pulses tried. It may be non-terminating growth, at a rate \(s=\rho\,\Delta G/\Delta t\) in the model above, but a slow reaction that will eventually run out of sites looks the same at first. Longer pulses can reveal the slow reaction, because its contribution per unit time must eventually fall.

## Numbers as computed

```
ligands per precursor 3; ligand ceiling 5.0 nm^-2
film metal density 35.0 nm^-3; OH capacity 12.0 nm^-2
site energies 0.8 to 2.6 eV; attempt frequency 1e+13 s^-1
purge 5.0 s; saturating doses 3.0 s each
rates at 250 C: alpha 20.0 s^-1, beta 20.0 nm^-2 s^-1
  chi 5.0 nm^2 s^-1, hydrolysis 50.0, refill 100.0 s^-1
activation energy of these rates 0.3 eV
Saturated cycles: OH nm^-2, metal nm^-2, GPC nm, formula GPC nm
  200 C: 8.601, 4.534, 0.12954, 0.12954
    either dose doubled: GPC 0.12954, 0.12954 nm
  250 C: 7.679, 4.226, 0.12075, 0.12075
    either dose doubled: GPC 0.12075, 0.12075 nm
  300 C: 6.757, 3.919, 0.11197, 0.11197
    either dose doubled: GPC 0.11197, 0.11197 nm
fall of saturated GPC, 200 to 300 C: 13.56 %
GPC slope: simulated -1.7567e-04, formula -1.7574e-04 nm/K
GPC in nm against metal dose at 200, 250, 300 C
  0.02 s: 0.03666, 0.05280, 0.06569
  0.10 s: 0.08749, 0.10192, 0.10499
  0.50 s: 0.12600, 0.12058, 0.11197
  3.00 s: 0.12954, 0.12075, 0.11197
GPC in nm against water dose at 200, 250, 300 C
  0.01 s: 0.01494, 0.03277, 0.05736
  0.05 s: 0.08721, 0.11376, 0.11136
  0.20 s: 0.12917, 0.12075, 0.11197
  3.00 s: 0.12954, 0.12075, 0.11197
Each metal rate constant tripled in turn, 250 C: GPC nm
  0.12075, 0.12075, 0.12075
water rates times 10, 250 C: GPC 0.12076 nm
purge 50 s, 250 C: GPC 0.11417 nm
  shift: simulated -0.00659, law -0.00659 nm
control, sites 2.2 to 2.6 eV: GPC nm at 200, 250, 300 C
  0.16190, 0.16190, 0.16190
counterexample: decomposition 0.0628 nm^-2 s^-1 at 250 C
  activation energy 0.5 eV; GPC nm at 3 s, then 12 s metal dose
  250 C: 0.12614, 0.14229, gain 12.8 %
  275 C: 0.12529, 0.15208, gain 21.4 %
  300 C: 0.12614, 0.16865, gain 33.7 %
  spread over temperature at 3 s: 0.68 %
```
